\section*{Passivity and the Sum of Longitudinal Dampings in Factorised Infrared Permittivity}

\section{The physical question}

The static permittivity of a high-k gate oxide comes largely from its polar lattice vibrations. Infrared spectra of thin films are therefore fitted to learn where these vibrations lie and how strongly they are damped. One possible fitting function gives each vibration two frequencies and two damping constants: a transverse pair, which fixes a pole of the permittivity, and a longitudinal pair, which fixes a zero. The four numbers are adjusted independently. Nothing in the algebra of the function then prevents a fit from describing a film that amplifies light, although an unpumped oxide can only absorb it. The question is which restriction on the damping constants follows from the absence of gain.

Fields vary as $e^{-i\omega t}$, and the film is isotropic with
\begin{equation}
\varepsilon(\omega)=\varepsilon_\infty\prod_{j=1}^{n}\frac{N_j}{D_j},\qquad
\begin{aligned}
N_j&=\omega_{Lj}^2-\omega^2-i\gamma_{Lj}\omega,\\
D_j&=\omega_{Tj}^2-\omega^2-i\gamma_{Tj}\omega .
\end{aligned}
\label{eq:model}
\end{equation}
The assumptions are:
\begin{itemize}
\item $\varepsilon_\infty>0$ is a real constant. It contains the electronic response, so ``high frequency'' means far above the phonons, with electronic transitions left out of the frequency dependence.
\item All $\omega_{Lj},\omega_{Tj}$ are positive, all $\gamma_{Lj}$ are real, and all $\gamma_{Tj}>0$. No $D_j$ then vanishes at real $\omega>0$, because its imaginary part is $-\gamma_{Tj}\omega\neq0$.
\end{itemize}
The quantity of interest is the damping excess
\begin{equation}
\Delta=\sum_j\gamma_{Lj}-\sum_j\gamma_{Tj}.
\end{equation}

\section{The theorem}

\textbf{Lemma 1 (passivity).} A medium that does not amplify a monochromatic field has $\operatorname{Im}\varepsilon(\omega)\ge0$ for $\omega>0$.

\emph{Proof.} Let $E(t)=\operatorname{Re}[E_0e^{-i\omega t}]$. The displacement has amplitude $\varepsilon_0\varepsilon E_0$, and its time derivative has amplitude $-i\omega\varepsilon_0\varepsilon E_0$. The mean power taken from the field per unit volume is
\begin{equation}
\left\langle E\,\partial_tD\right\rangle
=\tfrac12\operatorname{Re}\left[E_0^*(-i\omega\varepsilon_0\varepsilon E_0)\right]
=\tfrac12\,\omega\varepsilon_0\operatorname{Im}\varepsilon\,|E_0|^2,
\label{eq:power}
\end{equation}
since $\operatorname{Re}(-i\varepsilon)=\operatorname{Im}\varepsilon$. This must not be negative. $\square$

\textbf{Lemma 2 (high-frequency limit).} For the function \eqref{eq:model}, $\omega\operatorname{Im}\varepsilon(\omega)\to\varepsilon_\infty\Delta$ as $\omega\to\infty$.

\emph{Proof.} Divide the numerator and denominator of one factor by $-\omega^2$:
\begin{equation}
\frac{N_j}{D_j}=\frac{1+i\gamma_{Lj}/\omega-\omega_{Lj}^2/\omega^2}{1+y},\qquad
y=\frac{i\gamma_{Tj}}{\omega}-\frac{\omega_{Tj}^2}{\omega^2}.
\end{equation}
With $1/(1+y)=1-y+y^2-\dots$ and $y^2=-\gamma_{Tj}^2/\omega^2+O(\omega^{-3})$,
\begin{equation}
\frac1{1+y}=1-\frac{i\gamma_{Tj}}{\omega}+\frac{\omega_{Tj}^2-\gamma_{Tj}^2}{\omega^2}+O(\omega^{-3}).
\end{equation}
In the product with the numerator, the cross term is $(i\gamma_{Lj})(-i\gamma_{Tj})=+\gamma_{Lj}\gamma_{Tj}$. Hence
\begin{equation}
\frac{N_j}{D_j}=1+\frac{i(\gamma_{Lj}-\gamma_{Tj})}{\omega}
+\frac{\omega_{Tj}^2-\omega_{Lj}^2-\gamma_{Tj}^2+\gamma_{Lj}\gamma_{Tj}}{\omega^2}+O(\omega^{-3}).
\end{equation}
When the $n$ factors are multiplied, the first-order terms add. The second-order terms stay real, because a product of two imaginary first-order terms is real. Therefore
\begin{equation}
\frac{\varepsilon}{\varepsilon_\infty}=1+\frac{i\Delta}{\omega}+\frac{\text{real}}{\omega^2}+O(\omega^{-3}),
\label{eq:limit}
\end{equation}
and multiplying the imaginary part by $\omega$ gives the claim. $\square$

\textbf{Theorem.} If the permittivity \eqref{eq:model} is passive at all $\omega>0$, then
\begin{equation}
\sum_j\gamma_{Lj}\ \ge\ \sum_j\gamma_{Tj}.
\label{eq:theorem}
\end{equation}

\emph{Proof.} By Lemma 1, $\omega\operatorname{Im}\varepsilon\ge0$ at every $\omega>0$, so its limit cannot be negative. By Lemma 2 the limit is $\varepsilon_\infty\Delta$, and $\varepsilon_\infty>0$. $\square$

\textbf{Remark (a proof in time).} Let $\chi(t)$ be the impulse response, so that $\varepsilon-\varepsilon_\infty=\int_0^\infty\chi(t)e^{i\omega t}dt$. All poles of \eqref{eq:model} lie in the lower half-plane, so $\chi$ decays and one integration by parts gives
\begin{equation}
\varepsilon-\varepsilon_\infty=-\frac{\chi(0^+)}{i\omega}+O(\omega^{-2})=\frac{i\chi(0^+)}{\omega}+O(\omega^{-2}).
\end{equation}
Comparison with \eqref{eq:limit} yields $\chi(0^+)=\varepsilon_\infty\Delta$. The lattice polarisation $P=\varepsilon_0\int\chi(t-t')E(t')dt'$ obeys
\begin{equation}
\partial_tP=\varepsilon_0\chi(0^+)E(t)+\varepsilon_0\int_{-\infty}^{t}\chi'(t-t')E(t')\,dt'.
\end{equation}
For a pulse of duration $\tau$, the second term contributes to the work $\int E\,\partial_tP\,dt$ at most $\varepsilon_0\max|\chi'|(\int|E|dt)^2\le\varepsilon_0\max|\chi'|\,\tau\int E^2dt$. This is negligible beside the first contribution, $\varepsilon_0\varepsilon_\infty\Delta\int E^2dt$, when $\tau$ is short enough and $\Delta\neq0$. The instantaneous part $\varepsilon_\infty$ returns its energy when the pulse ends. A negative excess thus means that, in the model, a sufficiently short pulse extracts energy from a film at rest. A pulse without a carrier may have to be so short that the electronic response can no longer be treated as instantaneous. A long pulse also extracts energy if its carrier lies in a band where $\operatorname{Im}\varepsilon<0$. In either case the gain is a property of the fitting function, because an unpumped oxide has no stored energy to supply.

\section{What the condition leaves open}

The sign of the loss at finite frequency is that of a polynomial. Multiplying each factor by $D_j^*/D_j^*$ gives
\begin{equation}
\operatorname{Im}\varepsilon=\frac{\varepsilon_\infty\,\omega P(\omega^2)}{\prod_j|D_j|^2},\qquad
\omega P(\omega^2)=\operatorname{Im}\prod_jN_jD_j^* .
\end{equation}
The right-hand product turns into its complex conjugate under $\omega\to-\omega$, so its imaginary part is odd, as written. Its highest possible power is $\omega^{4n-1}$, formed by one linear term and $2n-1$ factors $-\omega^2$. Since $(-\omega^2)^{2n-1}=-\omega^{4n-2}$, a term $-i\gamma_{Lj}\omega$ contributes $+i\gamma_{Lj}$ and a term $+i\gamma_{Tj}\omega$ contributes $-i\gamma_{Tj}$. The coefficient of $(\omega^2)^{2n-1}$ in $P$ is therefore $\Delta$, which proves the theorem again. Passivity is equivalent to $P\ge0$ on the whole positive axis, a stronger demand than a non-negative leading coefficient.

\textbf{Proposition (one mode).} For $n=1$ the model is passive if and only if
\begin{equation}
1\le\frac{\gamma_L}{\gamma_T}\le\frac{\omega_L^2}{\omega_T^2}.
\label{eq:one}
\end{equation}

\emph{Proof.} Expanding the imaginary part of $N D^*$,
\begin{equation}
\begin{aligned}
\omega P&=\gamma_T\omega(\omega_L^2-\omega^2)-\gamma_L\omega(\omega_T^2-\omega^2),\\
P&=(\gamma_L-\gamma_T)\omega^2+\gamma_T\omega_L^2-\gamma_L\omega_T^2 .
\end{aligned}
\end{equation}
A linear function of $\omega^2$ is non-negative for all $\omega^2>0$ if and only if its slope and its intercept are both non-negative. These are the two inequalities. $\square$

The left inequality is the theorem; the right one guards the low-frequency side. For $\omega_T=500$ and $\omega_L=650\ \mathrm{cm^{-1}}$ the largest passive ratio is $650^2/500^2=1.69$. A mode with $\gamma_L=2\gamma_T$ has a positive excess and still shows gain at low frequency.

For several modes the low-frequency side gives a second necessary condition. To first order in $\omega$, $\ln N_j=\ln\omega_{Lj}^2-i\gamma_{Lj}\omega/\omega_{Lj}^2$, and similarly for $D_j$. The phase of $\varepsilon$ then starts as $\omega\sum_j(\gamma_{Tj}/\omega_{Tj}^2-\gamma_{Lj}/\omega_{Lj}^2)$, so passivity requires
\begin{equation}
\sum_j\frac{\gamma_{Tj}}{\omega_{Tj}^2}\ge\sum_j\frac{\gamma_{Lj}}{\omega_{Lj}^2}.
\end{equation}

\section{Equality and small deficits}

When $\Delta$ is zero or slightly negative, the next term of the phase decides. For either kind of quadratic, with frequency $\Omega$ and damping $\gamma$, put $x=i\gamma/\omega-\Omega^2/\omega^2$. Up to third order,
\begin{equation}
-\frac{x^2}{2}=\frac{\gamma^2}{2\omega^2}+\frac{i\gamma\Omega^2}{\omega^3}+\dots,\qquad
\frac{x^3}{3}=-\frac{i\gamma^3}{3\omega^3}+\dots,
\end{equation}
so that $\operatorname{Im}\ln(1+x)=\gamma/\omega+(\gamma\Omega^2-\gamma^3/3)/\omega^3+O(\omega^{-5})$. Adding the longitudinal and subtracting the transverse contributions,
\begin{equation}
\arg\varepsilon=\frac{\Delta}{\omega}+\frac{B}{\omega^3}+O(\omega^{-5}),\quad
B=\sum_j\Big(\gamma_{Lj}\omega_{Lj}^2-\frac{\gamma_{Lj}^3}{3}\Big)-\sum_j\Big(\gamma_{Tj}\omega_{Tj}^2-\frac{\gamma_{Tj}^3}{3}\Big).
\label{eq:phase}
\end{equation}
At high frequency this phase is small and has the sign of $\operatorname{Im}\varepsilon$. If $\Delta=0$, passivity requires $B\ge0$. If $\Delta=-\delta$ with a small $\delta>0$, and $B>0$, the loss changes sign near
\begin{equation}
\omega_*\simeq\sqrt{B/\delta},
\label{eq:cross}
\end{equation}
and the model has gain above that frequency. To leading order $B$ may be taken at $\delta=0$.

This sets the reach of the theorem. If the model is required to be passive only up to a frequency $\omega_{\max}$ far above the phonons, \eqref{eq:phase} permits a deficit up to about $B/\omega_{\max}^2$. Inequality \eqref{eq:theorem} is strict law only for a function that is to be passive at all frequencies.

\textbf{Proposition (Lorentz sums).} The permittivity $\varepsilon_\infty+\sum_jS_j/D_j$, brought to the form \eqref{eq:model}, has $\Delta=0$ and $B=\sum_jS_j\gamma_{Tj}/\varepsilon_\infty$.

\emph{Proof.} With $s=-i\omega$ the denominators become real polynomials, $D_j=s^2+\gamma_{Tj}s+\omega_{Tj}^2$. Over the common denominator $\prod_jD_j$ the numerator is
\begin{equation}
\varepsilon_\infty\prod_jD_j+\sum_jS_j\prod_{k\ne j}D_k=\varepsilon_\infty\prod_j\left(s^2+\gamma_{Lj}s+\omega_{Lj}^2\right).
\end{equation}
The sum on the left has degree $2n-2$ at most and cannot alter the coefficient of $s^{2n-1}$. That coefficient is $\varepsilon_\infty\sum\gamma_{Tj}$ on the left and $\varepsilon_\infty\sum\gamma_{Lj}$ on the right, so $\Delta=0$. For the second claim, $S_j/D_j=-(S_j/\omega^2)(1-i\gamma_{Tj}/\omega+\dots)$ has the leading imaginary part $S_j\gamma_{Tj}/\omega^3$. Division by $\varepsilon_\infty$ gives the phase, to be compared with \eqref{eq:phase}. $\square$

With positive strengths each term of a Lorentz sum absorbs, so passive functions with $\Delta=0$ exist and the bound \eqref{eq:theorem} cannot be sharpened. Because the sums are equal, any mode with $\gamma_L>\gamma_T$ must be balanced by another with $\gamma_L<\gamma_T$. The theorem restricts the sums and not the single modes.

\textbf{Remark (inertia).} A force impulse gives a massive ion a velocity but no immediate displacement, so $\chi(0^+)=0$. A model trusted down to arbitrarily short times must therefore have $\Delta=0$. For $\Delta>0$ the integral $\int\omega\operatorname{Im}\varepsilon\,d\omega$, which measures the total oscillator strength, grows linearly with its upper limit, since the integrand tends to $\varepsilon_\infty\Delta$. A model with positive excess can be passive, but it can describe ions over a limited band only. The excess can also be read from the real part: inverting $\operatorname{Re}(\varepsilon-\varepsilon_\infty)=\int_0^\infty\chi\cos\omega t\,dt$ and letting $t\to0^+$ gives
\begin{equation}
\frac2\pi\int_0^\infty\operatorname{Re}(\varepsilon-\varepsilon_\infty)\,d\omega=\varepsilon_\infty\Delta .
\label{eq:sumrule}
\end{equation}

\section{A three-mode gate film}

Take a Lorentz sum with $\varepsilon_\infty=4$, transverse frequencies 250, 350 and $500\ \mathrm{cm^{-1}}$, dampings 15, 30 and $50\ \mathrm{cm^{-1}}$, and permittivity steps $S_j/\omega_{Tj}^2=5,5,2$. The static value is $4+12=16$. The zeros give longitudinal frequencies 278.8, 432.8 and $725.3\ \mathrm{cm^{-1}}$ with dampings 18.08, 37.64 and $39.27\ \mathrm{cm^{-1}}$. Both damping sums are $95.0\ \mathrm{cm^{-1}}$, although the third longitudinal damping lies well below its transverse partner.

Now change the third longitudinal damping by $5\ \mathrm{cm^{-1}}$, about 13\% of its value, with all other constants fixed. Raised, it gives $\Delta=+5\ \mathrm{cm^{-1}}$; $P$ has no positive root, and the model stays passive. Lowered, it gives $\Delta=-5\ \mathrm{cm^{-1}}$, and $P$ has one positive root. Quadrature of the left side of \eqref{eq:sumrule} returns $+20.0$ and $-20.0\ \mathrm{cm^{-1}}$, equal to $\varepsilon_\infty\Delta=4\times(\pm5)$.

For the lowered set the gain begins at $1613\ \mathrm{cm^{-1}}$ (200 meV). The estimate \eqref{eq:cross}, with $B$ taken at $\delta=0$, uses $B=1.202\times10^7\ \mathrm{cm^{-3}}$:
\begin{equation}
\omega_*\simeq\sqrt{\frac{1.202\times10^7}{5}}\ \mathrm{cm^{-1}}=1550\ \mathrm{cm^{-1}},
\end{equation}
4\% below the root. This closeness is partly accidental: $B$ evaluated for the lowered set itself is $0.939\times10^7\ \mathrm{cm^{-3}}$ and gives $1370\ \mathrm{cm^{-1}}$, 15\% below the root. The two choices differ only beyond leading order in $\delta$, and their spread shows how rough the law is at this deficit. With a deficit of $0.05\ \mathrm{cm^{-1}}$ the two values are 15\,508 and $15\,502\ \mathrm{cm^{-1}}$, as expected of a leading-order law. Conversely, passivity up to $2000\ \mathrm{cm^{-1}}$ permits a deficit of $3.2\ \mathrm{cm^{-1}}$ in this damping, and passivity up to $8000\ \mathrm{cm^{-1}}$ permits $0.19\ \mathrm{cm^{-1}}$.

A search over 2000 two-mode sets looked for a counterexample. The transverse frequencies were 250 and 450, the longitudinal ones 350 and $650\ \mathrm{cm^{-1}}$, and the dampings were drawn uniformly between 10 and $60\ \mathrm{cm^{-1}}$. On a grid from 1 to $10^7\ \mathrm{cm^{-1}}$, 756 sets were passive and none of these had a negative excess. Another 194 had a positive excess and were not passive, which shows again that the condition is not sufficient.

\subsection*{Would a spectrum reveal the gain?}

Let the film have thickness $d=5$ nm and lie on silicon of index $n_s=3.42$, with light at normal incidence. A film much thinner than the wavelength, with $|\varepsilon|\omega d/c\ll1$ as here above the crossover, hardly changes the field at the surface, $E=2E_0/(1+n_s)$. Dividing the absorbed power per area, \eqref{eq:power} times $d$, by the incident intensity $\tfrac12\varepsilon_0c|E_0|^2$ gives
\begin{equation}
A=\frac{4}{(1+n_s)^2}\,\frac{\omega d}{c}\operatorname{Im}\varepsilon .
\label{eq:film}
\end{equation}
The two-term form $\operatorname{Im}\varepsilon\simeq\varepsilon_\infty(-\delta/\omega+B/\omega^3)$, valid to leading order in $\delta$, is most negative at $\omega=\sqrt{3B/\delta}=\sqrt3\,\omega_*$. This is about $2690\ \mathrm{cm^{-1}}$ with $B$ taken at $\delta=0$, and about $2590\ \mathrm{cm^{-1}}$ with the exact $\omega^{-3}$ coefficient of the lowered set. The full function has its minimum, $-0.0050$, close to $2706\ \mathrm{cm^{-1}}$. There $\omega d/c=2\pi\times2.706\times10^5\ \mathrm{m^{-1}}\times5\times10^{-9}\ \mathrm m=8.50\times10^{-3}$, and
\begin{equation}
A=\frac{4}{4.42^2}\times8.50\times10^{-3}\times(-0.0050)\approx-8.7\times10^{-6}.
\end{equation}
The full calculation of reflection and transmission gives the same value to this accuracy. At the $500\ \mathrm{cm^{-1}}$ resonance the same film absorbs $6.5\times10^{-3}$, about 750 times as much. Free carriers in a 0.5 mm wafer with $10^{15}\ \mathrm{cm^{-3}}$ carriers, mobility $1400\ \mathrm{cm^2/Vs}$ and mass $0.26\,m_e$ absorb $1.1\times10^{-4}$ in one pass at $2706\ \mathrm{cm^{-1}}$, in a classical Drude estimate. That fraction refers to light already inside the silicon. About 70\% of the incident light enters, so the carriers absorb $7.8\times10^{-5}$ of the intensity incident from air, the reference used for $A$. In this estimate, for a single pass at normal incidence, the false gain is about nine times smaller than a background that must itself be subtracted. The photon energy is about 13 times $kT$ at 300 K, outside the classical regime, so the ratio is only a rough guide. Empirical free-carrier absorption of n-type silicon at these wavelengths tends to be several times larger than this Drude value, which would raise the ratio. Incoherent reflections between the two faces of the wafer lower this ratio to about seven. For such a film at normal incidence, the measured signal above the crossover is a poor guard against a negative excess, and it is safer to compare the sums directly.

\subsection*{Relation to real films}

The parameters are round numbers, roughly in the regime of hafnium-oxide gate films as regards static and electronic permittivity and the range of phonon frequencies. They are not a fit to any sample. A monoclinic film has more than three infrared modes and a tensor permittivity, and a gate stack usually contains an interfacial oxide with its own absorption; these are left out and not sized here. Constant damping is a further assumption, and it matters at the crossover. If phonons decay into pairs, that loss ends near twice the highest longitudinal frequency, here $1451\ \mathrm{cm^{-1}}$, which is below the crossover at $1613\ \mathrm{cm^{-1}}$. The crossover is thus a property of the extrapolated fitting function, not a prediction for the oxide. Temperature shifts it moderately. If the transverse dampings are taken as 300 K values and scaled for decay into two phonons of half the frequency, they rise to about 20, 39 and $64\ \mathrm{cm^{-1}}$ at 400 K. With the transverse frequencies, the strengths and the $5\ \mathrm{cm^{-1}}$ deficit held fixed, and the longitudinal constants recomputed before the deficit is applied, the crossover moves up by 12\% to $1815\ \mathrm{cm^{-1}}$, because $B$ grows with the dampings. Electronic dispersion, estimated with a single resonance at 6 eV, changes $\varepsilon_\infty$ at the crossover by 0.003, less than 0.1\% of its value. The remaining values are listed in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
eps_inf, static permittivity: 4.0 16.0
transverse frequencies (1/cm): 250.0 350.0 500.0
transverse dampings (1/cm): 15.0 30.0 50.0
Lorentz permittivity steps: 5.0 5.0 2.0
longitudinal frequencies (1/cm): 278.750 432.780 725.314
longitudinal dampings, reference (1/cm): 18.084 37.644 39.273
sum of transverse dampings (1/cm): 95.000
reference: sum of longitudinal dampings (1/cm): 95.000
reference: w*Im eps at w = 1e6/cm (1/cm): 0.000
reference: (2/pi) int Re(eps-eps_inf) dw (1/cm): 0.000
reference: impulse response at t=0+ (1/cm): -0.000
raised: sum of longitudinal dampings (1/cm): 100.000
raised: w*Im eps at w = 1e6/cm (1/cm): 20.000
raised: (2/pi) int Re(eps-eps_inf) dw (1/cm): 20.000
raised: impulse response at t=0+ (1/cm): 20.000
lowered: sum of longitudinal dampings (1/cm): 90.000
lowered: w*Im eps at w = 1e6/cm (1/cm): -20.000
lowered: (2/pi) int Re(eps-eps_inf) dw (1/cm): -20.000
lowered: impulse response at t=0+ (1/cm): -20.000
int w Im eps dw, reference, to 1e5/cm (1/cm^2): 2.2379e+06
(pi/2) sum of strengths (1/cm^2): 2.2384e+06
raised: growth of that integral per cutoff (1/cm): 20.003
phase coefficient B (1/cm^3): 1.2016e+07
change of top longitudinal damping (1/cm): 5.0
lowered: gain above (1/cm): 1613.4
lowered: gain above (meV): 200.0
lowered: estimate sqrt(B/deficit) (1/cm): 1550.2
deficit 0.05/cm: crossover, estimate (1/cm): 15508.3 15502.0
deficit allowed by data to 2000/cm (1/cm): 3.161
  same, estimate B/cutoff^2 (1/cm): 3.004
deficit allowed by data to 8000/cm (1/cm): 0.188
  same, estimate B/cutoff^2 (1/cm): 0.188
one mode 500/650 per cm: largest passive gL/gT: 1.690
random sets, passive sets: 2000 756
random sets with positive excess but not passive: 194
film thickness (nm): 5.0; silicon index: 3.42
lowered: most negative Im eps: -0.00501
  found at (1/cm): 2706
film absorptance there: -8.728e-06
thin-film formula there: -8.726e-06
film absorptance at 500/cm: 6.526e-03
electronic shift of eps_inf at crossover, 6.0 eV gap: 3.33e-03
wafer: doping (1/cm3) 1e+15, thickness (mm) 0.5
wafer: mobility (cm2/Vs) 1400, mass (m_e) 0.26
wafer free-carrier absorptance, one pass: 1.11e-04
transverse dampings at 400 K (1/cm): 19.75 39.05 63.65
lowered, 400 K: gain above (1/cm): 1814.6
two-phonon cutoff, twice top longitudinal (1/cm): 1450.6
\end{verbatim}
